# Piezoelectric Scattering in Zinc Blende with Direction-Averaged Coupling: a program that tests the result

```python
"""Piezoelectric scattering of electrons in a zinc-blende crystal (Gaussian units).

Result under test, for a nondegenerate gas in a spherical parabolic band:
  K2  = (4 pi e14^2/eps) [12/(35 c_l) + 16/(35 c_t)]
  tau = eps hbar^2 sqrt(E) / (sqrt(2) e^2 K2 sqrt(m) kB T)
  mu  = 8 eps hbar^2 / (3 sqrt(2 pi) e K2 m^(3/2) sqrt(kB T))
e14: piezoelectric constant, eps: dielectric constant, c_l and c_t: longitudinal
and transverse elastic constants, m: band mass, E: electron energy, e > 0.
K2 is the electromechanical coupling averaged over phonon directions.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

# Constants in cgs-Gaussian units
hbar = const.hbar * 1e7
kB = const.k * 1e7
m_e = const.m_e * 1e3
charge = const.e * const.c * 10.0
volt_per_statvolt = const.c * 1e-6

# Round model parameters
eps, e14 = 12.0, 5.0e4
c_l, c_t, rho = 1.4e12, 0.5e12, 5.0
mass, temp = 0.1 * m_e, 100.0


# ---- derived formulas -------------------------------------------------
K2_long = 4 * np.pi * e14**2 / eps * 12 / (35 * c_l)
K2_trans = 4 * np.pi * e14**2 / eps * 16 / (35 * c_t)
K2 = K2_long + K2_trans


def tau_formula(E, m, T):
    return eps * hbar**2 * np.sqrt(E) / (
        np.sqrt(2 * m) * charge**2 * K2 * kB * T)


def mobility_formula(m, T):
    return 8 * eps * hbar**2 / (
        3 * np.sqrt(2 * np.pi) * charge * K2 * m**1.5 * np.sqrt(kB * T))


# ---- Poisson equation for the field of a lattice wave -----------------
r = sp.symbols("x y z", real=True)
e_s, eps_s = sp.symbols("e_s eps_s", positive=True)
q_vec, q_len = (1, 2, 2), 3
pol = (2, -1, 3)
wave = sp.cos(sum(a * b for a, b in zip(q_vec, r)))
disp = [p * wave for p in pol]
strain = [[(sp.diff(disp[i], r[j]) + sp.diff(disp[j], r[i])) / 2
           for j in range(3)] for i in range(3)]
polarization = [e_s * sum(abs(sp.LeviCivita(i, j, k)) * strain[j][k]
                          for j in range(3) for k in range(3))
                for i in range(3)]
nx, ny, nz = [sp.Rational(a, q_len) for a in q_vec]
G = ny * nz * pol[0] + nz * nx * pol[1] + nx * ny * pol[2]
phi = 8 * sp.pi * e_s * G / eps_s * wave
div_D = sum(sp.diff(-eps_s * sp.diff(phi, r[i])
                    + 4 * sp.pi * polarization[i], r[i]) for i in range(3))
assert G != 0 and sp.simplify(div_D) == 0

# ---- thermal variance of an oscillator, from matrices ----------------
ratio_hw = 0.1                       # hbar omega / kB T
levels = np.arange(600)
ladder = np.diag(np.sqrt(levels[1:]), 1)
position = (ladder + ladder.T) / np.sqrt(2)
boltz = np.exp(-ratio_hw * levels)
variance = np.sum(boltz * np.diag(position @ position)) / boltz.sum()
variance_ratio = variance * ratio_hw      # relative to kB T/(M omega^2)
assert abs(variance_ratio - 1 - ratio_hw**2 / 12) < 1e-5


# ---- angular quadrature and direction-dependent coupling -------------
def cap(axes, c_low, n_c, n_phi):
    """Unit vectors around each axis with polar cosine from c_low to 1."""
    helper = np.eye(3)[np.argmin(np.abs(axes), axis=1)]
    e1 = np.cross(axes, helper)
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(axes, e1)
    node, weight = np.polynomial.legendre.leggauss(n_c)
    c = c_low + (1 - c_low) * (node + 1) / 2
    w = weight * (1 - c_low) / 2 * 2 * np.pi / n_phi
    angle = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    c, angle = [a.ravel() for a in np.meshgrid(c, angle, indexing="ij")]
    w = np.repeat(w, n_phi)
    s = np.sqrt(1 - c**2)
    vec = (c[None, :, None] * axes[:, None, :]
           + (s * np.cos(angle))[None, :, None] * e1[:, None, :]
           + (s * np.sin(angle))[None, :, None] * e2[:, None, :])
    return vec, c, w


def piezo_vector(n):
    return 2 * np.stack([n[..., 1] * n[..., 2], n[..., 2] * n[..., 0],
                         n[..., 0] * n[..., 1]], axis=-1)


def coupling(n):
    """K2 for phonon direction n, summed over modes by an elastic solve."""
    h = piezo_vector(n)
    elastic = (c_t * np.eye(3)
               + (c_l - c_t) * n[..., :, None] * n[..., None, :])
    response = np.linalg.solve(elastic, h[..., None])[..., 0]
    return 4 * np.pi * e14**2 / eps * np.sum(h * response, axis=-1)


z_axis = np.array([[0.0, 0.0, 1.0]])
sphere, _, w_sphere = cap(z_axis, -1.0, 12, 24)
sphere = sphere[0]
w_mean = w_sphere / (4 * np.pi)
h_all = piezo_vector(sphere)
long_mean = np.sum(w_mean * np.sum(h_all * sphere, axis=1)**2)
all_mean = np.sum(w_mean * np.sum(h_all**2, axis=1))
trans_mean = all_mean - long_mean
assert abs(long_mean - 12 / 35) < 1e-12
assert abs(trans_mean - 16 / 35) < 1e-12
assert abs(np.sum(w_mean * coupling(sphere)) / K2 - 1) < 1e-11


# ---- golden-rule relaxation rate, integrated over final states -------
def golden_rate(E, m, T, k_dirs):
    k = np.sqrt(2 * m * E) / hbar
    final, cos_theta, w = cap(k_dirs, -1.0, 8, 16)
    q = k * (final - k_dirs[:, None, :])
    q2 = np.sum(q**2, axis=-1)
    n = q / np.sqrt(q2)[..., None]
    matrix2 = 4 * np.pi * charge**2 * coupling(n) * kB * T / (eps * q2)
    states = m * k / (8 * np.pi**3 * hbar**2)
    return 2 * np.pi / hbar * states * np.sum(
        w * matrix2 * (1 - cos_theta), axis=1)


k_grid, _, w_k = cap(z_axis, -1.0, 6, 12)
k_grid, w_k = k_grid[0], w_k / (4 * np.pi)


def mean_rate(E, m, T):
    return np.sum(w_k * golden_rate(E, m, T, k_grid))


E_th = kB * temp
for factor in (0.3, 1.0, 4.0):
    product = mean_rate(factor * E_th, mass, temp) * tau_formula(
        factor * E_th, mass, temp)
    assert abs(product - 1) < 1e-9
special = np.array([[1, 0, 0], [1, 1, 0], [1, 1, 1]], float)
special /= np.linalg.norm(special, axis=1)[:, None]
directional = golden_rate(E_th, mass, temp, special) / mean_rate(
    E_th, mass, temp)
assert np.ptp(directional) > 1e-3


# ---- mobility from the Boltzmann average of v^2 tau ------------------
def mobility_numeric(m, T):
    node, weight = np.polynomial.legendre.leggauss(40)
    y, w = 3.5 * (node + 1), 3.5 * weight       # E = kB T y^2
    E = kB * T * y**2
    tau = np.array([1 / mean_rate(energy, m, T) for energy in E])
    population = w * y**2 * np.exp(-y**2)
    return charge / (3 * kB * T) * np.sum(
        population * 2 * E / m * tau) / population.sum()


mu_num = mobility_numeric(mass, temp)
mu = mobility_formula(mass, temp)
assert abs(mu_num / mu - 1) < 1e-7
slope_T = np.log2(mobility_numeric(mass, 2 * temp) / mu_num)
slope_m = np.log2(mobility_numeric(2 * mass, temp) / mu_num)
assert abs(slope_T + 0.5) < 1e-7 and abs(slope_m + 1.5) < 1e-7


# ---- anisotropic Boltzmann equation on one energy shell --------------
def basis(v):
    """Odd cubic functions that transform like x, up to degree seven."""
    x, p = v[..., 0], (v[..., 1] * v[..., 2])**2
    return np.stack([x, x**3, x**5, x * p, x**7, x**3 * p], axis=-1)


def collision_matrix(relative_coupling):
    """Elastic scattering reflects k in the plane normal to q."""
    k, c, w = cap(sphere, 0.0, 10, 16)
    reflected = k - 2 * c[None, :, None] * sphere[:, None, :]
    change = basis(k) - basis(reflected)
    weight = 0.5 * (w_sphere * relative_coupling)[:, None] * (w / c)[None, :]
    flat = change.reshape(-1, change.shape[-1])
    return flat.T @ (weight.ravel()[:, None] * flat)


drive = np.sum(w_sphere[:, None] * sphere[:, :1] * basis(sphere), axis=0)


def harmonic_gain(matrix, size):
    full = drive[:size] @ np.linalg.solve(matrix[:size, :size], drive[:size])
    return full / (drive[0]**2 / matrix[0, 0])


aniso = collision_matrix(coupling(sphere) / K2)
control = collision_matrix(np.ones(len(sphere)))
assert abs(aniso[0, 0] / (8 * np.pi**2 / 3) - 1) < 1e-10
assert abs(harmonic_gain(control, 6) - 1) < 1e-8
gains = [harmonic_gain(aniso, size) for size in (2, 4, 6)]
assert 1 - 1e-9 <= gains[0] <= gains[1] + 1e-9 <= gains[2] + 2e-9
assert abs(gains[2] - gains[1]) < 5e-3


# ---- inelastic momentum loss relative to the quasi-elastic rate ------
v_l, v_t = np.sqrt(c_l / rho), np.sqrt(c_t / rho)


def inelastic_ratio(T, E_over_kT=2.0):
    k = np.sqrt(2 * mass * E_over_kT * kB * T) / hbar
    s = mass * v_l / (hbar * k)
    a = hbar * v_l * k / (kB * T)

    def absorb(t):
        return 0.5 * a * t / np.expm1(a * t) * (t / 2 - s)

    def emit(t):
        return 0.5 * a * t / (-np.expm1(-a * t)) * (t / 2 + s)
    return (quad(absorb, 0, 2 * (1 + s), epsabs=1e-12)[0]
            + quad(emit, 0, 2 * (1 - s), epsabs=1e-12)[0])


inel_100, inel_10 = inelastic_ratio(100.0), inelastic_ratio(10.0)
assert abs(inel_100 - 1) < 0.01
assert 8 < (inel_10 - 1) / (inel_100 - 1) < 12

# ---- static screening by the carriers --------------------------------
density = 1e14
k2_screen = 2 * mass * 2 * E_th / hbar**2
qs2 = 4 * np.pi * density * charge**2 / (eps * kB * temp)


def screened_integrand(cos_theta, q_s2):
    q2 = 2 * k2_screen * (1 - cos_theta)
    return 0.5 * (q2 / (q2 + q_s2))**2


def screening_formula(a):
    return 1 - 2 * a * np.log1p(1 / a) + a / (1 + a)


for scale in (1.0, 1e3):
    direct = quad(screened_integrand, -1, 1, args=(qs2 * scale,),
                  points=[0.99, 0.9999], limit=200)[0]
    assert abs(direct - screening_formula(
        qs2 * scale / (4 * k2_screen))) < 1e-6
screen = screening_formula(qs2 / (4 * k2_screen))

# ---- output ----------------------------------------------------------
print(f"band mass: {mass / m_e:.2f} electron masses")
print(f"dielectric constant: {eps:.1f}")
print(f"e14: {e14:.2e} statC/cm^2")
print(f"c_l: {c_l:.2e} dyn/cm^2")
print(f"c_t: {c_t:.2e} dyn/cm^2")
print(f"mass density: {rho:.1f} g/cm^3")
print(f"temperature: {temp:.0f} K")
print(f"sound speed, longitudinal: {v_l:.3e} cm/s")
print(f"sound speed, transverse: {v_t:.3e} cm/s")
print(f"mean (2G)^2, longitudinal: {long_mean:.6f} (12/35 = {12/35:.6f})")
print(f"mean (2G)^2, two transverse: {trans_mean:.6f} (16/35 = {16/35:.6f})")
print(f"K2 longitudinal part: {K2_long:.4e}")
print(f"K2 transverse part: {K2_trans:.4e}")
print(f"K2 total: {K2:.4e}")
print(f"transverse share of the rate: {100 * K2_trans / K2:.1f} percent")
print(f"oscillator variance / classical, hw = 0.1 kT: {variance_ratio:.5f}")
print(f"thermal energy kB T: {E_th:.4e} erg")
print(f"tau at E = kB T, formula: {tau_formula(E_th, mass, temp):.4e} s")
print(f"tau at E = kB T, integral: {1/mean_rate(E_th, mass, temp):.4e} s")
print(f"energy-averaged tau: {mu * mass / charge:.4e} s")
print(f"mobility, formula: {mu:.4e} cm^2/(statV s)")
print(f"mobility, integral: {mu_num:.4e} cm^2/(statV s)")
print(f"mobility, converted: {mu / volt_per_statvolt:.4e} cm^2/(V s)")
for T in (50.0, 200.0):
    value = mobility_formula(mass, T) / volt_per_statvolt
    print(f"mobility at {T:.0f} K: {value:.4e} cm^2/(V s)")
value = mobility_formula(2 * mass, temp) / volt_per_statvolt
print(f"mobility at doubled mass, 100 K: {value:.4e} cm^2/(V s)")
print(f"numerical exponent of T: {slope_T:.6f}")
print(f"numerical exponent of m: {slope_m:.6f}")
for label, value in zip(("[100]", "[110]", "[111]"), directional):
    print(f"rate for k along {label} / mean rate: {value:.4f}")
for degree, value in zip((3, 5, 7), gains):
    print(f"mobility / l=1 result, basis degree {degree}: {value:.6f}")
print(f"inelastic / quasi-elastic rate, E=2kT, 100 K: {inel_100:.5f}")
print(f"inelastic / quasi-elastic rate, E=2kT, 10 K: {inel_10:.5f}")
print(f"carrier density for screening: {density:.1e} cm^-3")
print(f"screened / unscreened rate, E=2kT, 100 K: {screen:.5f}")
print("finished without a failed check")
```

It prints:

```
band mass: 0.10 electron masses
dielectric constant: 12.0
e14: 5.00e+04 statC/cm^2
c_l: 1.40e+12 dyn/cm^2
c_t: 5.00e+11 dyn/cm^2
mass density: 5.0 g/cm^3
temperature: 100 K
sound speed, longitudinal: 5.292e+05 cm/s
sound speed, transverse: 3.162e+05 cm/s
mean (2G)^2, longitudinal: 0.342857 (12/35 = 0.342857)
mean (2G)^2, two transverse: 0.457143 (16/35 = 0.457143)
K2 longitudinal part: 6.4114e-04
K2 transverse part: 2.3936e-03
K2 total: 3.0347e-03
transverse share of the rate: 78.9 percent
oscillator variance / classical, hw = 0.1 kT: 1.00083
thermal energy kB T: 1.3806e-14 erg
tau at E = kB T, formula: 1.2018e-11 s
tau at E = kB T, integral: 1.2018e-11 s
energy-averaged tau: 1.8082e-11 s
mobility, formula: 9.5342e+07 cm^2/(statV s)
mobility, integral: 9.5342e+07 cm^2/(statV s)
mobility, converted: 3.1803e+05 cm^2/(V s)
mobility at 50 K: 4.4976e+05 cm^2/(V s)
mobility at 200 K: 2.2488e+05 cm^2/(V s)
mobility at doubled mass, 100 K: 1.1244e+05 cm^2/(V s)
numerical exponent of T: -0.500000
numerical exponent of m: -1.500000
rate for k along [100] / mean rate: 1.0219
rate for k along [110] / mean rate: 1.0020
rate for k along [111] / mean rate: 0.9722
mobility / l=1 result, basis degree 3: 1.001219
mobility / l=1 result, basis degree 5: 1.001757
mobility / l=1 result, basis degree 7: 1.001856
inelastic / quasi-elastic rate, E=2kT, 100 K: 0.99892
inelastic / quasi-elastic rate, E=2kT, 10 K: 0.98932
carrier density for screening: 1.0e+14 cm^-3
screened / unscreened rate, E=2kT, 100 K: 0.99831
finished without a failed check
```
